# The Acceptor Binding at Vanishing Light-Hole Mass and the Four-Ninths Bound

## 1. Model, units and statement

Hole energies are counted upward from the top of the valence band. In the spherical four-band model the hole carries a spin $J=3/2$, and an acceptor of unit charge in a medium of dielectric constant $\varepsilon$ is described by

$$H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2(\mathbf k\cdot\mathbf J)^2\Big]-\frac{e^2}{4\pi\varepsilon_0\varepsilon r},\qquad \mathbf k=-i\nabla. \tag{1}$$

Warping of the bands, the split-off band and the short-range potential of the impurity core are left out. For a unit vector $\mathbf n$ define

$$T(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54 . \tag{2}$$

Since $\mathbf n\cdot\mathbf J$ has eigenvalues $\pm\frac32,\pm\frac12$, $T$ equals $\frac94-\frac54=+1$ on the first pair (heavy holes) and $\frac14-\frac54=-1$ on the second (light holes). Hence $T^2=1$. Inserting $(\mathbf k\cdot\mathbf J)^2=k^2(T+\frac54)$ in (1) turns the bracket into $k^2(\gamma_1-2\gamma_2T)$, so that

$$\frac{m_0}{m_h}=\gamma_1-2\gamma_2,\qquad \frac{m_0}{m_l}=\gamma_1+2\gamma_2,\qquad \beta=\frac{m_l}{m_h}\le1. \tag{3}$$

Lengths are measured in $a_h=4\pi\varepsilon_0\varepsilon\hbar^2/(m_he^2)$ and energies in the heavy-hole Rydberg $\mathrm{Ry}_h=\hbar^2/(2m_ha_h^2)$. With $\mathbf p=a_h\mathbf k$,

$$H=p^2\Big[\frac{1+T}{2}+\frac{1-T}{2\beta}\Big]-\frac2r . \tag{4}$$

Let $f(\beta)$ be the ground-state binding in these units. The limit $\beta\to0$ is taken at fixed $m_h$ and $\varepsilon$. It is close to $4/9$ but not equal to it: we show that $f(\beta)\to\lambda^2$ with

$$6\ln2-\tfrac72\;\le\;\lambda\;\le\;\frac{14+\sqrt{34}}{30}\;<\;\frac23 , \tag{5}$$

so $4/9$ is a strict upper bound on the limit. Numerically the limit is $0.436$.

## 2. The ground-state channel

The conserved quantities are parity and $\mathbf F=\mathbf L+\mathbf J$. Written out,

$$T(\mathbf n)=\sum_{ij}n_in_j\Big[\tfrac12(J_iJ_j+J_jJ_i)-\tfrac54\delta_{ij}\Big].$$

The bracket is symmetric, and its trace is $\mathbf J^2-\frac{15}4=0$. The angular dependence of $T$ is therefore purely $L=2$. If $\chi$ is a constant spinor, which has $L=0$ and $F=3/2$, then $T\chi$ is its $L=2$ partner. It has the same $F$ and $M_F$, because $T$ is invariant under joint rotations of $\mathbf n$ and $\mathbf J$, and the same norm, because $T^2=1$.

An $L=0$ component occurs for $F=3/2$ and even parity, and in no other channel. Elsewhere $L\ge1$. As $\beta\le1$, the kinetic operator in (4) is at least $p^2$, so in those channels $H\ge p^2-2/r\ge-\frac14$, the hydrogen $2p$ level. We shall find a deeper level in the $F=3/2$ even channel, which therefore holds the ground state, with fourfold degeneracy.

That channel contains $L=0$ and $L=2$. Its general state in momentum space is

$$\psi(\mathbf p)=\frac{1}{\sqrt2}\big[g(p)(1+T)+l(p)(1-T)\big]\chi , \tag{6}$$

where $T=T(\mathbf p/p)$, $g$ is the heavy amplitude and $l$ the light one. Because $(1\pm T)^2=2(1\pm T)$ and $T$ averages to zero over directions, the norm is $\int p^2(|g|^2+|l|^2)\,dp$ when $\chi$ is suitably normalized.

## 3. Why the light component disappears

Let $E(\beta)=-f(\beta)$, and let $E_0$ be the minimum of the energy over purely heavy states, $l=0$. Such states are allowed trial states at every $\beta$, and their energy does not depend on $\beta$. Hence $E(\beta)\le E_0<0$.

For the opposite bound take the normalized ground state at given $\beta$, and write $\langle p^2\rangle_g$, $\langle p^2\rangle_l$ for the integrals of $p^4|g|^2$ and $p^4|l|^2$. Hydrogen with nuclear charge 2 gives $p^2-4/r\ge-4$, that is, $2/r\le p^2/2+2$. Therefore

$$0>E(\beta)\ge\tfrac12\langle p^2\rangle_g+\Big(\frac1\beta-\frac12\Big)\langle p^2\rangle_l-2 .$$

Since $\frac1\beta-\frac12\ge\frac1{2\beta}$, it follows that $\langle p^2\rangle_l\le4\beta$. The Coulomb terms containing $l$ are controlled by Hardy's inequality. Expanding the square and integrating by parts with $\nabla\cdot(\hat{\mathbf r}/r)=1/r^2$ gives

$$0\le\int\Big|\nabla\psi+\frac{\hat{\mathbf r}}{2r}\psi\Big|^2d^3r=\int|\nabla\psi|^2d^3r-\frac14\int\frac{|\psi|^2}{r^2}d^3r,$$

or $\|\psi/r\|\le2\|p\psi\|$. Let $\psi_h$ and $\psi_l$ be the two parts of (6), with norms at most 1. Then

$$|\langle\psi_h|\tfrac2r|\psi_l\rangle|\le2\|\psi_l/r\|\le4\|p\psi_l\|\le8\sqrt\beta ,$$

and $\langle\psi_l|\frac2r|\psi_l\rangle$ obeys the same bound. The cross term enters twice. Dropping the positive light kinetic energy, we get

$$E_0-24\sqrt\beta\;\le\;E(\beta)\;\le\;E_0 . \tag{7}$$

The limit is therefore the heavy-hole problem alone. The constant 24 is crude, but it suffices for convergence.

## 4. The projected problem

For $l=0$ the s and d parts of (6) have the same momentum amplitude $g/\sqrt2$. Expanding the plane wave in the Fourier transform gives a factor $i^L$, equal to $-1$ for $L=2$. In position space

$$\psi(\mathbf r)=\frac{1}{\sqrt2}\big[R_0(r)+R_2(r)T(\hat{\mathbf r})\big]\chi , \tag{8}$$

$$R_0=\sqrt{\tfrac2\pi}\int_0^\infty p^2j_0(pr)g\,dp,\qquad R_2=-\sqrt{\tfrac2\pi}\int_0^\infty p^2j_2(pr)g\,dp .$$

From $j_0'(x)=-j_1(x)$ and $j_2'(x)+3j_2(x)/x=j_1(x)$, both $R_0'$ and $R_2'+3R_2/r$ equal $-\sqrt{2/\pi}\int p^3j_1(pr)g\,dp$. Thus

$$R_0'=R_2'+\frac{3R_2}{r},\qquad\text{or}\qquad (r^3R_2)'=r^3R_0' . \tag{9}$$

A heavy hole cannot have an s wave without a d wave of equal weight, and the first fixes the second. For normalized $g$ the energy is

$$E[g]=\langle p^2\rangle-\langle1/r\rangle_0-\langle1/r\rangle_2,\qquad \langle1/r\rangle_L=\int_0^\infty rR_L^2\,dr , \tag{10}$$

where the potential $2/r$ has been multiplied by the weight $\frac12$ of each part.

## 5. Where four ninths comes from

For angular momentum $L$ and any charge $Z$, hydrogen gives $\langle p^2\rangle-2Z\langle1/r\rangle_L\ge-Z^2/(L+1)^2$. Choosing $Z=(L+1)^2\langle1/r\rangle_L$ yields

$$\langle1/r\rangle_L\le\frac{\sqrt{\langle p^2\rangle}}{L+1}. \tag{11}$$

The two parts share $g$, hence also $\langle p^2\rangle=t^2$. Inserting (11) for $L=0$ and $L=2$ in (10),

$$E[g]\ge t^2-\Big(1+\frac13\Big)t=\Big(t-\frac23\Big)^2-\frac49\ge-\frac49 . \tag{12}$$

Equality would require $R_0$ to be a hydrogen 1s function and $R_2$ a 3d function, both decaying as $e^{-\kappa r}$ with $\kappa=\frac23$. Their momentum amplitudes are proportional to $(p^2+\kappa^2)^{-2}$ and $p^2(p^2+\kappa^2)^{-4}$. These are different functions, whereas (8) demands one $g$ for both. So $4/9$ is what the binding would be if the s and d waves could each take their best shape subject only to a common $\langle p^2\rangle$. The projection onto heavy holes demands more, namely a common $g$.

## 6. The limit as an eigenvalue

Put $E=-\kappa^2$ and $D=p^2+\kappa^2$, and let $V_L$ be the operator $2/r$ acting on momentum amplitudes of angular momentum $L$. Minimizing (10) gives

$$Dg=\tfrac12(V_0+V_2)g . \tag{13}$$

With $\phi=D^{1/2}g$ this becomes $\phi=\frac12D^{-1/2}(V_0+V_2)D^{-1/2}\phi$. The Fourier transform of $2/r$ is the kernel $1/(\pi^2|\mathbf p-\mathbf p'|^2)$. Map momentum space onto the unit sphere in four dimensions by

$$u=\Big(\frac{2\kappa\mathbf p}{D},\frac{\kappa^2-p^2}{D}\Big),\qquad |u-u'|^2=\frac{4\kappa^2|\mathbf p-\mathbf p'|^2}{DD'},\qquad d^3p=\frac{D^3}{8\kappa^3}d\Omega .$$

For $w=D^{3/2}\phi=D^2g$, times its angular function, the powers of $D$ cancel:

$$D^{-1/2}\,\tfrac2r\,D^{-1/2}\;\to\;\frac1\kappa M,\qquad (Mw)(u)=\frac1{2\pi^2}\int\frac{w(u')}{|u-u'|^2}d\Omega' . \tag{14}$$

The prefactor is $\frac1{\pi^2}\cdot4\kappa^2\cdot\frac1{8\kappa^3}=\frac1{2\pi^2\kappa}$. The kernel is the limit $\rho\to1$ of $1/(1-2\rho x+\rho^2)=\sum_N\rho^NC^{(1)}_N(x)$ at $x=u\cdot u'$. By the addition theorem for hyperspherical harmonics, $C_N^{(1)}(u\cdot u')$ is $2\pi^2/(N+1)$ times the projector on degree $N$. Hence $M$ has eigenvalues $1/n$ with $n=N+1$.

Set $p=\kappa\tan(\alpha/2)$, so that the fourth coordinate is $\cos\alpha$. The surface measure contains $\sin^2\alpha\,d\alpha$, which we absorb by using $\Phi=\sin\alpha\,w$ with the plain measure $d\alpha$ on $0<\alpha<\pi$. For fixed $L$ the operator $M_L$ then has

$$\text{eigenvalues }\frac1n,\ n\ge L+1,\qquad\text{eigenfunctions }\sin^{L+1}\!\alpha\;C^{(L+1)}_{n-L-1}(\cos\alpha). \tag{15}$$

Equation (13) has become

$$\kappa\,\Phi=\tfrac12(M_0+M_2)\Phi . \tag{16}$$

The right-hand operator does not contain $\kappa$. Its largest eigenvalue $\lambda$ gives the deepest level, $E_0=-\lambda^2$.

## 7. A lower bound

The trial function $\sin\alpha$ is the $n=1$ eigenfunction of $M_0$. It corresponds to $g\propto D^{-2}$ and $R_0=e^{-\kappa r}$. The expectation values do not depend on $\kappa$, so set $\kappa=1$. Then

$$\langle g|D|g\rangle=\int_0^\infty r^2(R_0'^2+R_0^2)\,dr=\tfrac14+\tfrac14=\tfrac12 .$$

By (9), $R_2=-G/r^3$ with

$$G(r)=\int_0^rs^3e^{-s}ds=6-e^{-r}(r^3+3r^2+6r+6).$$

An integration by parts, with $G'=r^3e^{-r}$ and vanishing boundary terms, gives

$$\langle g|V_2|g\rangle=2\int_0^\infty\frac{G^2}{r^5}dr=\int_0^\infty\frac{G\,e^{-r}}{r}dr$$
$$=6\int_0^\infty\frac{e^{-r}-e^{-2r}}{r}dr-\int_0^\infty e^{-2r}(r^2+3r+6)dr=6\ln2-4 .$$

The last integral is $\frac14+\frac34+3=4$. Dividing by $\langle g|D|g\rangle=\frac12$ gives $\langle M_2\rangle=12\ln2-8$, while $\langle M_0\rangle=1$. Therefore

$$\lambda\ge\tfrac12(1+12\ln2-8)=6\ln2-\tfrac72=0.65888 . \tag{17}$$

The binding is at least $0.4341$, well above the $\frac14$ available to the other channels. This settles the choice made in Section 2.

In this trial state $R_2\to-6/r^3$ at large $r$, although $R_0$ decays exponentially. The power law arises because the heavy-hole spinor depends on the direction of $\mathbf p$ even as $p\to0$.

## 8. An upper bound below four ninths

The reflection $\alpha\to\pi-\alpha$ multiplies the functions (15) by $(-1)^{n-L-1}$, so (16) splits into an even and an odd sector. In the odd sector the largest eigenvalues of $M_0$ and $M_2$ are $\frac12$ and $\frac14$, and no eigenvalue of (16) exceeds $\frac12(\frac12+\frac14)=\frac38$. By (17), $\lambda$ lies in the even sector. There $M_0$ has eigenvalues $1,\frac13,\frac15,\dots$ and $M_2$ has $\frac13,\frac15,\dots$. Let $P_s$ and $P_d$ project on $\sin\alpha$ and $\sin^3\alpha$, the top states. Replacing all lower eigenvalues by the second one gives

$$M_0\le\tfrac13+\tfrac23P_s,\qquad M_2\le\tfrac15+\tfrac2{15}P_d . \tag{18}$$

The squared overlap of the two top states is

$$q=\frac{\big(\int\sin^4\alpha\,d\alpha\big)^2}{\int\sin^2\alpha\,d\alpha\int\sin^6\alpha\,d\alpha}=\frac{(3\pi/8)^2}{(\pi/2)(5\pi/16)}=\frac9{10}. \tag{19}$$

On the plane spanned by them, $aP_s+bP_d$ has trace $a+b$ and determinant $ab(1-q)$. Its larger eigenvalue is $\frac12\big[a+b+\sqrt{(a-b)^2+4abq}\,\big]$. For $a=\frac23$, $b=\frac2{15}$ one has $a+b=\frac45$, $(a-b)^2=\frac{64}{225}$ and $4abq=\frac{72}{225}$. The root is $\sqrt{136}/15=2\sqrt{34}/15$, and the eigenvalue is $\frac25+\frac{\sqrt{34}}{15}$. Hence

$$\lambda\le\frac12\Big(\frac13+\frac15+\frac25+\frac{\sqrt{34}}{15}\Big)=\frac{14+\sqrt{34}}{30}=0.66103 . \tag{20}$$

Because $\sqrt{34}<6$, this is below $\frac23$, which proves (5). If $q$ were 1, the same formula would return $\frac23$. The imperfect overlap of the two optimal states is what separates the limit from $4/9$.

Squaring (17) and (20) confines the limit to between $0.4341$ and $0.4370$. Diagonalizing (16) in the functions $\sin n\alpha$ gives $\lambda=0.660306$, unchanged at this precision between 10 and 150 functions, so

$$\lim_{\beta\to0}f(\beta)=\lambda^2=0.4360 . \tag{21}$$

A separate expansion of $g$ in Gaussians gives the same value. Four ninths exceeds it by $1.9$ percent of the limit.

## 9. Small but finite light-hole mass

Restoring $l$, the s and d amplitudes are $(g\pm l)/\sqrt2$. The Coulomb operator then has the diagonal element $\frac12(V_0+V_2)$ and the heavy–light element $W=\frac12(V_0-V_2)$. The light component obeys

$$\Big[\frac{p^2}\beta+\kappa^2-\tfrac12(V_0+V_2)\Big]l=Wg . \tag{22}$$

To leading order the first term dominates, so $l=\beta p^{-2}Wg$. The second-order energy is $-\langle Wg|l\rangle$, and the binding grows as

$$f(\beta)\simeq\lambda^2+c\beta,\qquad c=\int_0^\infty|(Wg)(p)|^2dp , \tag{23}$$

with $g$ the normalized limiting state. The weight $p^2$ of the radial measure has cancelled against $p^{-2}$. In the Gaussian basis the program finds $1.053$ for $c$ and, from the coupled problem at $\beta=10^{-4}$, a slope of $1.045$. The first number is somewhat too low. As $p\to0$, $Wg$ stays finite, so $l$ grows as $p^{-2}$, which in space is a $1/r$ tail longer than the widest Gaussian. Momenta up to about $10^{-2}$ are therefore poorly represented. For the trial state of Section 7, $V_0g=Dg/\kappa$ and $V_2g\to0$ as $p\to0$, so that $|Wg|^2\to8/(\pi\kappa)\approx4$. The loss is then a few hundredths, and $c\approx1.1$.

A finite $\beta$ reduces the slope: for $p\lesssim\kappa\sqrt\beta$ the term $\kappa^2$ in (22) is not negligible, and keeping it replaces $p^{-2}$ by $(p^2+\beta\kappa^2)^{-1}$. This lowers the slope by a relative amount of order $\sqrt\beta$. At $\beta=10^{-4}$ these momenta are themselves below the resolution of the basis, so the difference between the two printed slopes does not measure this effect.

The opposite end, $\beta=1$, is a check on the whole scheme. There $T$ drops out of (4), the hole is an ordinary particle of mass $m_h$, and $f=1$. The coupled calculation reproduces this. As $\beta$ falls, the light states become costly and the hole loses the freedom to form a pure s wave. The binding therefore drops from 1 to $0.436$ although the heavy mass stays fixed.

## 10. A numerical example

Take the round parameters $m_h=0.50\,m_0$ and $\varepsilon=10$. The heavy-hole Rydberg is the hydrogen Rydberg times $0.50/10^2$, or $68.03$ meV. For $\beta=0.1$ the light mass is $0.050\,m_0$, and inverting (3) gives

$$\gamma_1=\tfrac12(20+2)=11,\qquad\gamma_2=\tfrac14(20-2)=4.5 .$$

| $\beta$ | $f(\beta)$ | binding (meV) |
|---|---|---|
| 1 | 1.000 | 68.0 |
| 0.5 | 0.741 | 50.4 |
| 0.1 | 0.509 | 34.6 |
| 0.01 | 0.445 | 30.3 |
| 0.001 | 0.437 | 29.7 |

The limit is $0.4360\times68.03=29.66$ meV, whereas $4/9$ would give $30.23$ meV. The difference of $0.6$ meV is small beside the effect of a finite light mass: at $\beta=0.1$ the binding lies $5.0$ meV above the limit. The linear law (23) with $c\approx1.1$ would give $0.436+0.11\approx0.55$ there, against the computed $0.509$, so it is a poor guide at that mass ratio. At $\beta=0.01$ it gives $0.447$ against $0.445$. The computed binding is still slightly above $4/9$ at this point and falls below it at smaller $\beta$. The bound (12) concerns the limit, not finite $\beta$.

These values belong to the model (1). It requires a bound state wide compared with the lattice constant and a binding small compared with the spin–orbit splitting $\Delta$. To resolve the two percent between $0.436$ and $4/9$, the second condition must hold very well. At large $k$ the light band, mixed with the split-off band, stops rising steeply and runs parallel to the heavy band at a distance of $\frac23\Delta$. Light states then keep a finite cost even as $\beta\to0$, and the binding is raised by a relative amount of the order of the binding divided by $\Delta$. For a binding of $30$ meV and $\Delta=0.34$ eV this is several percent, more than the difference in question. The limit itself also needs care. If the light mass is small because the band gap is narrow, the light-hole energy at the momenta of the bound state, of order $(\kappa^2/\beta)\,\mathrm{Ry}_h$, must stay well below the gap. In the example it is about $0.3$ eV at $\beta=0.1$ and $3$ eV at $\beta=0.01$, and the second value exceeds any narrow gap many times over. The parabolic light band then fails, and the conduction band has to be included. The rows of the table with $\beta\le0.01$ therefore show how the model approaches its limit and are not predictions for a narrow-gap material. The row $\beta=0.1$ is also only a value of the model: there $0.3$ eV is comparable with $\Delta=0.34$ eV and not far below a narrow gap, so the split-off band and the nonparabolic light band each raise the binding by several percent, more than the $0.6$ meV that separates $0.436$ from $4/9$. The numerical output follows.

## Table of computed values

```
analytic lower bound on lam: 0.658883
lam, 10 Fock functions: 0.660306
lam, 150 Fock functions: 0.660306
analytic upper bound on lam: 0.661032
squared overlap of sin and sin^3 states: 0.900000
lower bound on limit: 0.43413 Ry_h
limit of binding, Fock sphere: 0.43600 Ry_h
limit of binding, Gaussians: 0.43600 Ry_h
upper bound on limit: 0.43696 Ry_h
four ninths: 0.44444 Ry_h
excess of 4/9 over the limit: 1.94 percent
slope c from perturbation theory: 1.053 Ry_h
slope from beta = 0.0001: 1.045 Ry_h
heavy-hole mass: 0.50 m0
dielectric constant: 10.0
heavy-hole Rydberg: 68.028 meV
light-hole mass at beta = 0.1: 0.050 m0
gamma1 and gamma2 there: 11.000, 4.500
beta = 1: binding 1.00000 Ry_h = 68.028 meV
beta = 0.5: binding 0.74144 Ry_h = 50.439 meV
beta = 0.2: binding 0.57140 Ry_h = 38.871 meV
beta = 0.1: binding 0.50882 Ry_h = 34.614 meV
beta = 0.05: binding 0.47498 Ry_h = 32.312 meV
beta = 0.01: binding 0.44491 Ry_h = 30.267 meV
beta = 0.001: binding 0.43701 Ry_h = 29.729 meV
beta = 0.0001: binding 0.43611 Ry_h = 29.668 meV
limit in the example: 29.661 meV
four ninths in the example: 30.235 meV
```
